# Rashba coefficient of a heterojunction subband: field and band-step parts: verification in Python

```python
"""Rashba coefficient of a heterojunction conduction subband, eight-band model.

Result under test, for H_R = alpha (sigma_x k_y - sigma_y k_x):
  alpha = (1/N) integral |F|^2 d(beta)/dz dz,
  beta  = (P^2/3) [1/(E-Ev) - 1/(E-Ev+Delta)],
split into a part from the smooth potential V(z) and a part from band steps.
F: conduction envelope at zero in-plane wave vector; N: norm of all eight
components; P: Kane coupling; Ev: Gamma8 edge; Ev-Delta: Gamma7 edge.
The formula is evaluated by shooting. The independent side diagonalizes the
discretized eight-band Hamiltonian. Internal units: eV and angstrom.
"""
import math
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy import constants as const

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/(2 m0)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
MVCM = 1e-2                                           # 1 MV/cm in V/angstrom

# Rough typical values for an InGaAs channel and an InAlAs barrier
GAP, DELTA_CH, DELTA_BA, MASS = 0.80, 0.33, 0.30, 0.043
STEP_C, STEP_V = 0.50, 0.20
FIELD, SPACER, BENDING, EPS_R = 0.15, 50.0, 0.40, 13.9
P2 = 3 * HB / MASS / (2 / GAP + 1 / (GAP + DELTA_CH))


def heterojunction(field, gap=GAP, step_v=STEP_V, delta_b=DELTA_BA, grade=0.0):
    """Layers are (Ec, Ev, Delta, V, dV/dz); the barrier lies at z < 0."""
    f = field * MVCM
    length = BENDING / f
    flat = (lambda z: -f * SPACER, lambda z: 0.0)
    linear = (lambda z: f * z, lambda z: f)
    bent = (lambda z: BENDING * (1 - math.exp(-z / length)),
            lambda z: f * math.exp(-z / length))
    barrier = (STEP_C, -gap - step_v, delta_b)
    channel = (0.0, -gap, DELTA_CH)
    if grade == 0.0:
        return ([-250.0, -SPACER, 0.0, 600.0],
                [barrier + flat, barrier + linear, channel + bent], 2)
    middle = tuple((a + b) / 2 for a, b in zip(barrier, channel))
    return ([-250.0, -SPACER, -grade / 2, grade / 2, 600.0],
            [barrier + flat, barrier + linear, middle + linear,
             channel + bent], 3)


def resolvents(E, layer, z):
    x = E - layer[1] - layer[3](z)
    g8, g7 = 1 / x, 1 / (x + layer[2])
    return g8, g7, P2 * (2 * g8 + g7) / 3


def derivatives(z, y, E, layer):
    """F, J = A F', then running integrals needed for alpha and the norm."""
    g8, g7, A = resolvents(E, layer, z)
    F, J = y[0], y[1]
    slope, dV = J / A, layer[4](z)
    w = slope**2 * P2 * (2 * g8**2 + g7**2) / 3
    return [slope, (layer[0] + layer[3](z) - E) * F, F * F, w,
            P2 / 3 * dV * g8**2 * F * F, -P2 / 3 * dV * g7**2 * F * F,
            dV * (F * F + w), slope**2]


def sweep(structure, E, from_left):
    edges, layers, match = structure
    if from_left:
        path = [(i, edges[i], edges[i + 1], i + 1) for i in range(match)]
    else:
        path = [(i, edges[i + 1], edges[i], i)
                for i in range(len(layers) - 1, match - 1, -1)]
    first, z0 = layers[path[0][0]], path[0][1]
    A = resolvents(E, first, z0)[2]
    decay = math.sqrt((first[0] + first[3](z0) - E) / A)
    y = np.array([1.0, A * decay if from_left else -A * decay] + [0.0] * 6)
    crossed = {}
    for i, za, zb, edge in path:
        y = solve_ivp(derivatives, (za, zb), y, args=(E, layers[i]),
                      method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
        crossed[edge] = (y[0], y[1])
    return y, crossed


def mismatch(E, structure):
    a, b = sweep(structure, E, True)[0], sweep(structure, E, False)[0]
    return (a[1] * b[0] - b[1] * a[0]) / (math.hypot(*a[:2]) * math.hypot(*b[:2]))


def subband(structure):
    """Ground subband and the separate terms of the derived formula."""
    low, w_low = 0.01, mismatch(0.01, structure)
    while True:
        high = low + 0.02
        w_high = mismatch(high, structure)
        if w_low * w_high < 0:
            break
        low, w_low = high, w_high
    E = brentq(mismatch, low, high, args=(structure,), xtol=1e-12)
    left, cross_l = sweep(structure, E, True)
    right, cross_r = sweep(structure, E, False)
    total = left[2:] / left[0]**2 - right[2:] / right[0]**2
    norm = total[0] + total[1]
    edges, layers, match = structure
    step8 = step7 = wall = 0.0
    for i in range(1, len(edges) - 1):
        F, J = cross_l[i] if i <= match else cross_r[i]
        scale = (left[0] if i <= match else right[0])**2 * norm
        a = resolvents(E, layers[i - 1], edges[i])
        b = resolvents(E, layers[i], edges[i])
        step8 += P2 / 3 * (b[0] - a[0]) * F**2 / scale
        step7 -= P2 / 3 * (b[1] - a[1]) * F**2 / scale
        jump_c = layers[i][0] - layers[i - 1][0]
        wall += (-jump_c * F**2 + J**2 * (1 / b[2] - 1 / a[2])) / scale
    t = total / norm
    return dict(E=E, cond=t[0], field8=t[2], field7=t[3], field=t[2] + t[3],
                step8=step8, step7=step7, step=step8 + step7,
                alpha=t[2] + t[3] + step8 + step7,
                force=t[4], wall=wall, kz2=t[5], density=1 / norm)


SIGMA = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
L_DOT_SIGMA = np.zeros((6, 6), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    orbital = np.zeros((3, 3), complex)
    orbital[a, b], orbital[b, a] = -1j, 1j
    L_DOT_SIGMA += np.kron(orbital, SIGMA[c])


def eight_band(structure, h, kx, target):
    """Conduction amplitudes on nodes, valence amplitudes on midpoints."""
    edges, layers, _ = structure
    nodes = np.arange(edges[0] + h, edges[-1] - h / 2, h)
    mids = np.arange(edges[0] + h / 2, edges[-1], h)
    n = len(nodes)
    assert len(mids) == n + 1

    def profile(points):
        rows = []
        for z in points:
            lay = layers[int(np.searchsorted(edges, z, side="right")) - 1]
            rows.append((lay[0] + lay[3](z), lay[1] + lay[3](z), lay[2]))
        return np.array(rows).T
    Ec = (profile(nodes - 1e-6)[0] + profile(nodes + 1e-6)[0]) / 2
    _, Ev, delta = profile(mids)
    diff = sp.diags([1.0 / h, -1.0 / h], [0, -1], shape=(n + 1, n))
    mean = sp.diags([0.5, 0.5], [0, -1], shape=(n + 1, n))
    P = math.sqrt(P2)
    on_x = np.kron(np.array([[1], [0], [0]]), np.eye(2))
    on_z = np.kron(np.array([[0], [0], [1]]), np.eye(2))
    C = sp.kron(on_z, -P * diff) + sp.kron(on_x, -1j * P * kx * mean)
    Hv = (sp.kron(sp.eye(6), sp.diags(Ev - delta / 3))
          + sp.kron(L_DOT_SIGMA, sp.diags(delta / 3)))
    H = sp.bmat([[sp.kron(sp.eye(2), sp.diags(Ec)), C.conj().T], [C, Hv]],
                format="csc", dtype=complex)
    rng = np.random.default_rng(1)
    start = rng.normal(size=H.shape[0]) + 1j * rng.normal(size=H.shape[0])
    vals, vecs = eigsh(H, k=4, sigma=target - 0.005, v0=start, ncv=30)
    order = np.argsort(vals)
    vals, vecs = vals[order], vecs[:, order]
    spin, weight = [], []
    for j in range(2):
        up, down = vecs[:n, j], vecs[n:2 * n, j]
        spin.append(2 * np.vdot(up, down).imag)
        weight.append(np.vdot(up, up).real + np.vdot(down, down).real)
    assert spin[0] * spin[1] < 0
    plus, minus = (0, 1) if spin[0] > 0 else (1, 0)
    return np.array([(vals[minus] - vals[plus]) / (2 * kx),
                     (vals[0] + vals[1]) / 2, (vals[2] + vals[3]) / 2,
                     sum(weight) / 2])


def extrapolated(structure, kx, target):
    """Remove the leading error, quadratic in the grid spacing."""
    return (4 * eight_band(structure, 1.25, kx, target)
            - eight_band(structure, 2.5, kx, target)) / 3


K_SMALL = 5e-4
main = heterojunction(FIELD)
no_valence_step = heterojunction(FIELD, step_v=0.0, delta_b=DELTA_CH)
zero = (lambda z: 0.0, lambda z: 0.0)
field_free = ([-250.0, 0.0, 80.0, 330.0],
              [(STEP_C, -GAP - STEP_V, DELTA_BA) + zero,
               (0.0, -GAP, DELTA_CH) + zero,
               (0.25, -GAP - 0.25, DELTA_CH) + zero], 1)
formula, matrix = [], []
for structure in (main, no_valence_step, field_free):
    r = subband(structure)
    m = extrapolated(structure, K_SMALL, r["E"])
    formula.append(r)
    matrix.append(m)
    # Grid error after extrapolation and the cubic term in k stay below these.
    assert abs(m[0] - r["alpha"]) < 3e-3 * abs(r["alpha"]), (m[0], r["alpha"])
    assert abs(m[1] - r["E"]) < 1e-4, (m[1], r["E"])
    assert abs(m[3] - r["cond"]) < 1e-3, (m[3], r["cond"])
    assert abs(r["force"] - r["wall"]) < 1e-6, (r["force"], r["wall"])
res, control, well = formula
assert abs(control["step"]) < 1e-12 and abs(well["field"]) < 1e-12
assert abs(well["alpha"]) > 1e-3
# Normalizing the conduction envelope alone must fail visibly.
naive = res["alpha"] / res["cond"]
assert abs(naive - matrix[0][0]) > 0.01 * abs(matrix[0][0])

scan = [(f, subband(heterojunction(f))) for f in (0.10, 0.15, 0.20)]
ratios = [r["step"] / r["force"] for _, r in scan]
assert scan[0][1]["step"] < scan[1][1]["step"] < scan[2][1]["step"]
assert max(ratios) / min(ratios) < 1.25      # only roughly proportional

# Density whose own mean field reproduces the mean field of the example
per_field = const.epsilon_0 * EPS_R / const.e * 1e10 * 1e-20  # 1/(V angstrom)
n_total = per_field * FIELD * MVCM
n_s = 2 * per_field * (FIELD * MVCM - res["force"])
k_f = math.sqrt(2 * math.pi * n_s)
e_f = HB / MASS * k_f**2
at_kf = extrapolated(main, k_f, res["E"])
spacing = matrix[0][2] - matrix[0][1]
kT = const.k * 300 / const.e


def thermal(mu):
    dos = MASS / (2 * math.pi * HB)
    return [dos * kT * math.log1p(math.exp((mu - e) / kT)) for e in (0, spacing)]


mu = brentq(lambda x: sum(thermal(x)) - n_s, -0.5, 0.5)
upper = thermal(mu)[1] / n_s
warm = subband(heterojunction(FIELD, gap=GAP - 0.06))
graded = subband(heterojunction(FIELD, grade=5.0))
GAMMA_D, EP_ROUGH = 30.0, 25.0      # rough sizes, used only for estimates
ep_fit = P2 / HB
edge_coupling = P2 / 3 * (1 / GAP**2 - 1 / (GAP + DELTA_CH)**2)
beta_ch = P2 / 3 * (1 / (res["E"] + GAP) - 1 / (res["E"] + GAP + DELTA_CH))
x_b = res["E"] + GAP + STEP_V
beta_ba = P2 / 3 * (1 / x_b - 1 / (x_b + DELTA_BA))
f0_sq = res["step"] / (beta_ch - beta_ba)
clearance = res["E"] - (BENDING - GAP)
assert clearance > 0 and STEP_C - FIELD * MVCM * SPACER > res["E"]


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Channel gap {GAP:.2f} eV, Delta {DELTA_CH:.2f} eV, mass {MASS:.3f} m0")
print(f"Steps: conduction {STEP_C:.2f} eV, valence {STEP_V:.2f} eV")
print(f"Barrier Delta {DELTA_BA:.2f} eV, relative permittivity {EPS_R:.1f}")
print(f"Field {FIELD:.2f} MV/cm, spacer {SPACER/10:.1f} nm, bending {BENDING:.2f} eV")
show("Kane coupling P", math.sqrt(P2), "eV angstrom", 3)
show("Kane energy 2 m0 P^2/hbar^2", ep_fit, "eV", 2)
show("Subband energy E0, shooting", res["E"], "eV", 5)
show("Subband energy, eight-band matrix", matrix[0][1], "eV", 5)
show("Conduction weight, formula", res["cond"], "", 5)
show("Conduction weight, eight-band matrix", matrix[0][3], "", 5)
show("beta at interface, channel side", beta_ch, "eV angstrom^2", 3)
show("beta at interface, barrier side", beta_ba, "eV angstrom^2", 3)
show("|F(0)|^2/N", f0_sq, "1/angstrom", 6)
show("Field part, Gamma8", res["field8"], "eV angstrom", 5)
show("Field part, Gamma7", res["field7"], "eV angstrom", 5)
show("Field part, total", res["field"], "eV angstrom", 5)
show("Step part, Gamma8", res["step8"], "eV angstrom", 5)
show("Step part, Gamma7", res["step7"], "eV angstrom", 5)
show("Step part, total", res["step"], "eV angstrom", 5)
show("alpha, formula", res["alpha"], "eV angstrom", 5)
show("alpha, eight-band matrix", matrix[0][0], "eV angstrom", 5)
show("alpha, formula, converted", res["alpha"] / HARTREE / BOHR, "a.u.", 6)
show("alpha if only F is normalized", naive, "eV angstrom", 5)
show("Band-edge coupling times interface field",
     edge_coupling * FIELD * MVCM, "eV angstrom", 5)
show("Mean force / e", res["force"] / MVCM, "MV/cm", 5)
show("Interface force / e", res["wall"] / MVCM, "MV/cm", 5)
show("No valence steps: alpha, formula", control["alpha"], "eV angstrom", 5)
show("No valence steps: alpha, matrix", matrix[1][0], "eV angstrom", 5)
print("Field-free well: width 8.0 nm, right steps 0.25 eV (Ec), 0.25 eV (Ev)")
show("Field-free well: alpha, formula", well["alpha"], "eV angstrom", 5)
show("Field-free well: alpha, matrix", matrix[2][0], "eV angstrom", 5)
for f, r in scan:
    print(f"At {f:.2f} MV/cm: field {r['field']:.5f}, step {r['step']:.5f}, "
          f"total {r['alpha']:.5f} eV angstrom")
print(f"Total interface charge / e: {n_total*1e16:.3e} cm^-2")
print(f"Subband density from mean field: {n_s*1e16:.3e} cm^-2")
show("Fermi wave vector", k_f, "1/angstrom", 5)
show("Fermi energy above E0, edge mass", e_f, "eV")
show("Spacing to next subband", spacing, "eV")
show("Splitting at Fermi wave vector", 2000 * at_kf[0] * k_f, "meV", 3)
show("Splitting/(2k) at Fermi wave vector", at_kf[0], "eV angstrom", 5)
show("Thermal energy at 300 K", kT, "eV")
show("Next-subband share at 300 K", 100 * upper, "%", 2)
show("alpha with gap lower by 0.06 eV", warm["alpha"], "eV angstrom", 5)
show("alpha with half-step layer of 0.5 nm", graded["alpha"], "eV angstrom", 5)
print(f"Rough bulk cubic coefficient: {GAMMA_D:.0f} eV angstrom^3")
show("Linear bulk-asymmetry estimate", GAMMA_D * res["kz2"], "eV angstrom")
show("P^2 ratio for rough Kane energy 25 eV", EP_ROUGH / ep_fit, "", 2)
show("E0 above highest valence edge", clearance, "eV", 3)
show("Barrier at donor plane above E0",
     STEP_C - FIELD * MVCM * SPACER - res["E"], "eV", 3)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Channel gap 0.80 eV, Delta 0.33 eV, mass 0.043 m0
Steps: conduction 0.50 eV, valence 0.20 eV
Barrier Delta 0.30 eV, relative permittivity 13.9
Field 0.15 MV/cm, spacer 5.0 nm, bending 0.40 eV
Kane coupling P: 8.862 eV angstrom
Kane energy 2 m0 P^2/hbar^2: 20.61 eV
Subband energy E0, shooting: 0.10413 eV
Subband energy, eight-band matrix: 0.10415 eV
Conduction weight, formula: 0.97051
Conduction weight, eight-band matrix: 0.97049
beta at interface, channel side: 7.742 eV angstrom^2
beta at interface, barrier side: 5.065 eV angstrom^2
|F(0)|^2/N: 0.002878 1/angstrom
Field part, Gamma8: 0.04483 eV angstrom
Field part, Gamma7: -0.02314 eV angstrom
Field part, total: 0.02170 eV angstrom
Step part, Gamma8: 0.01509 eV angstrom
Step part, Gamma7: -0.00739 eV angstrom
Step part, total: 0.00770 eV angstrom
alpha, formula: 0.02940 eV angstrom
alpha, eight-band matrix: 0.02940 eV angstrom
alpha, formula, converted: 0.002042 a.u.
alpha if only F is normalized: 0.03029 eV angstrom
Band-edge coupling times interface field: 0.03060 eV angstrom
Mean force / e: 0.12572 MV/cm
Interface force / e: 0.12572 MV/cm
No valence steps: alpha, formula: 0.02176 eV angstrom
No valence steps: alpha, matrix: 0.02176 eV angstrom
Field-free well: width 8.0 nm, right steps 0.25 eV (Ec), 0.25 eV (Ev)
Field-free well: alpha, formula: -0.00744 eV angstrom
Field-free well: alpha, matrix: -0.00744 eV angstrom
At 0.10 MV/cm: field 0.01556, step 0.00569, total 0.02125 eV angstrom
At 0.15 MV/cm: field 0.02170, step 0.00770, total 0.02940 eV angstrom
At 0.20 MV/cm: field 0.02719, step 0.00943, total 0.03662 eV angstrom
Total interface charge / e: 1.152e+12 cm^-2
Subband density from mean field: 3.730e+11 cm^-2
Fermi wave vector: 0.01531 1/angstrom
Fermi energy above E0, edge mass: 0.0208 eV
Spacing to next subband: 0.0769 eV
Splitting at Fermi wave vector: 0.841 meV
Splitting/(2k) at Fermi wave vector: 0.02747 eV angstrom
Thermal energy at 300 K: 0.0259 eV
Next-subband share at 300 K: 6.89 %
alpha with gap lower by 0.06 eV: 0.03504 eV angstrom
alpha with half-step layer of 0.5 nm: 0.02946 eV angstrom
Rough bulk cubic coefficient: 30 eV angstrom^3
Linear bulk-asymmetry estimate: 0.0109 eV angstrom
P^2 ratio for rough Kane energy 25 eV: 1.21
E0 above highest valence edge: 0.504 eV
Barrier at donor plane above E0: 0.321 eV
ALL CHECKS PASSED
```
